Analytic regularization, the Ward identity and the fermion loop

**What goes wrong**

Regulate the fermion loop of QED by keeping each propagator's numerator and raising its denominator p² + m² to the power 1 + δ, subtract the pole at δ = 0, and the photon acquires a mass. For an electron loop the spurious rest energy is 24.6 keV. Taken literally, it would screen the Coulomb field beyond about 8 pm, well inside a hydrogen atom. Subtracting the pole does not help, because the offending term is finite. It is a regulator artefact, and a finite local counterterm removes it.

The altered power is not in itself the cause. The regulator changes the free fermion lines but leaves the photon vertex as it was, so the two no longer fit together. A power of the complete gauge-covariant operator does not have this fault.

**Conventions**

I use Euclidean momenta, Hermitian matrices with {γ_μ, γ_ν} = 2δ_μν, and ħ = c = 1. The charge obeys e² = 4πα. The fermion action is ψ̄(D̸ + m)ψ with D_μ = ∂_μ + ieA_μ and m > 0. On a plane wave ∂_μ becomes ip_μ, so the free propagator is

S(p) = 1/(ip̸ + m) = (m − ip̸)/D(p), D(p) = p² + m².

The symbol D(p), with a momentum argument, is this scalar denominator. Integrating out the fermion adds −Tr ln(S⁻¹ + ieA̸) to the photon action. Since ln(1 + X) contains −X²/2, the part quadratic in A is

+½ Tr(S ieA̸ S ieA̸) = −½e² Tr(S A̸ S A̸).

Written as ½A_μ(−q)Π_μν(q)A_ν(q), this means Π_μν = −e²T_μν. With p = k + q, the regulated loop is

T_μν = M^{4δ} ∫ d⁴k/(2π)⁴ tr[γ_μ(m − ik̸)γ_ν(m − ip̸)] / [D(k)D(p)]^{1+δ}.

The mass M keeps the dimension fixed. Numerators and vertices are not altered. At large k the integral behaves as ∫dk k^{1−4δ}, so it converges for δ > ½. The value near δ = 0 is defined by analytic continuation from there. Gauge invariance under A_μ → A_μ + ∂_μλ requires q_μΠ_μν = 0.

**The loop at finite δ**

The trace of two gamma matrices is 4δ_μν, and that of four is

tr(γ_μγ_αγ_νγ_β) = 4(δ_μαδ_νβ − δ_μνδ_αβ + δ_μβδ_αν).

Two factors of −i give −1, so the numerator is

N = 4[m²δ_μν − k_μp_ν − p_μk_ν + δ_μν k·p].

The denominators are combined by

1/[D(k)D(p)]^{1+δ} = Γ(2+2δ)/Γ(1+δ)² ∫₀¹dx y^δ / [(1−x)D(k) + xD(p)]^{2+2δ},

where y = x(1−x). The bracket equals k² + 2x k·q + xq² + m². Completing the square with l = k + xq turns it into l² + Δ, where

Δ = m² + yq².

The shift is legitimate because it is made where the integral converges. Now k = l − xq and p = l + (1−x)q. Terms linear in l integrate to zero, and l_μl_ν may be replaced by δ_μν l²/4. Therefore

k_μp_ν + p_μk_ν → ½δ_μν l² − 2y q_μq_ν,
k·p → l² − yq²,
N → 4[δ_μν(m² + ½l² − yq²) + 2y q_μq_ν].

With u = l², the measure d⁴l/(2π)⁴ becomes u du/(16π²). For s = 2 + 2δ the two integrals needed are

∫₀^∞ u du/(u+Δ)^s = Δ^{2−s} Γ(s−2)/Γ(s),
∫₀^∞ u² du/(u+Δ)^s = 2Δ^{3−s} Γ(s−3)/Γ(s).

Their ratio is 2Δ/(s−3), because Γ(s−2) = (s−3)Γ(s−3). Under the integral, ½l² may thus be replaced by Δ/(2δ−1). Using m² − yq² = Δ − 2yq², the terms containing Δ add to

Δ + Δ/(2δ−1) = −2δΔ/(1−2δ).

Collecting factors gives

T_μν = (1/4π²) Γ(2δ)/Γ(1+δ)² ∫₀¹dx y^δ (M²/Δ)^{2δ} × {−2y(q²δ_μν − q_μq_ν) − δ_μν 2δΔ/(1−2δ)}.

The first term in braces is transverse. The second is not. It is proportional to δ, but it multiplies the pole of Γ(2δ), and 2δΓ(2δ) = Γ(1+2δ) → 1. Since ∫₀¹ y dx = 1/6, the surviving piece is

T_μν(non-transverse) → −(1/4π²)(m² + q²/6)δ_μν.

For the transverse part, Γ(2δ)/Γ(1+δ)² = 1/(2δ) + O(δ), because the first-order terms of the gamma functions cancel. Expanding the powers to first order gives

A(q²) = ∫₀¹dx y[1/(2δ) + ½ ln y + ln(M²/Δ)].

The integral of y ln y is 2∫₀¹(x−x²)ln x dx = 2(−1/4 + 1/9) = −5/18. Hence

A(q²) = 1/(12δ) − 5/36 + ∫₀¹dx y ln(M²/Δ).

Restoring the factor −e², the photon kernel for δ → 0 is

Π_μν = (e²/2π²)(q²δ_μν − q_μq_ν)A(q²) + (e²/4π²)(m² + q²/6)δ_μν.

The divergence sits entirely in the gauge-invariant structure. The violation has no pole and no dependence on M, so neither pole subtraction nor a change of scale can remove it.

**Why the Ward identity fails**

The usual proof begins with a relation between the vertex and the inverse propagators:

iq̸ = S⁻¹(p) − S⁻¹(k).

The inverse of a regulated line is instead S⁻¹(p)D(p)^δ, up to a power of M. The difference of two such inverses is not iq̸. The bare vertex therefore fails to match the regulated line.

To see how this mismatch survives, contract the loop. Cyclicity of the trace gives

tr[iq̸ S(k)γ_νS(p)] = tr[S(k)γ_ν] − tr[γ_νS(p)].

Each trace on the right has the form tr[γ_νS(k)] = −4ik_ν/D(k). After division by i,

q_μT_μν = −4M^{4δ} ∫ d⁴k/(2π)⁴ [k_ν/D(k) − p_ν/D(p)] / [D(k)D(p)]^δ.

Now substitute k → −k−q in the second term. This sends p to −k and exchanges the denominators, so that term becomes equal to the first:

q_μT_μν = −8M^{4δ} ∫ d⁴k/(2π)⁴ k_ν / [D(k)^{1+δ}D(p)^δ].

The factor D(p)^{−δ} is a spectator: its line has been cancelled from the trace, but its regulator remains. If it were D(k)^{−δ}, the integrand would be odd in k and the integral would vanish. The violation comes from the difference, which is expanded as

D(p)^{−δ} = D(k)^{−δ}[1 − δ ln(D(p)/D(k)) + O(δ²)].

The first term integrates to zero. The second leaves

8δM^{4δ} ∫ d⁴k/(2π)⁴ k_ν ln(D(p)/D(k)) / D(k)^{1+2δ}.

This has a finite limit if the integral has a 1/δ pole, which can arise only from the k^{−4} part of the integrand at large k. To find that part, write D(p)/D(k) = 1 + w with w = (2k·q + q²)/D(k). The relevant terms of w − w²/2 + w³/3 are odd in k, since they multiply k_ν:

2k·q/D − 2q²k·q/D² + 8(k·q)³/(3D³), with D = D(k).

The angular averages in four dimensions are

k_ν k·q → k²q_ν/4,
k_ν(k·q)³ → k⁴q²q_ν/8.

The integrand is then q_ν times

k²/(2D²) − q²k²/(2D³) + q²k⁴/(3D⁴),

apart from the regulating power. At large k the first fraction contains −m²/k⁴, because 1/D² = k^{−4}(1 − 2m²/k² + …). The other two contribute −q²/2 and +q²/3. Their sum is

−(m² + q²/6)/k⁴.

The leading 1/k² term produces no pole at δ = 0 under analytic continuation. For the k^{−4} term, the measure is k³dk/(8π²), and the large-momentum integral of k^{−1−4δ} has the pole 1/(4δ). Thus

q_μT_μν → 8δ × [1/(8π²)] × [1/(4δ)] × [−(m² + q²/6)]q_ν
= −(1/4π²)(m² + q²/6)q_ν.

This agrees with the direct calculation. Terms of order δ² and higher in the spectator also meet at most a single pole, because ln(D(p)/D(k)) falls off in powers of 1/k and brings no ln k at large k. They therefore vanish as δ → 0. The cause is therefore a small mismatch at every momentum, amplified by an ultraviolet divergence.

**Unequal powers, and a power that respects the symmetry**

Regulating the two lines differently does not cure the fault. Let their exponents be 1 + δ₁ and 1 + δ₂, with σ = δ₁ + δ₂. The Feynman formula then has weight (1−x)^{δ₁}x^{δ₂} and denominator power 2 + σ. The replacement for ½l² becomes Δ/(σ−1), and the non-transverse term contains

−Γ(σ)σΔ/(1−σ) = −Γ(1+σ)Δ/(1−σ) → −Δ.

The remaining gamma functions and weights tend to one. The limit is the same, even when δ₂ = 0 and only one line is regulated.

A different construction does respect the symmetry. The nonzero eigenvalues of D̸ come in pairs ±iλ, so the fermion contribution can be written as −½Tr ln(−D̸² + m²). Replace −ln z by M^{2η}z^{−η}/η, dropping a constant independent of A, and apply this to the whole operator z = −D̸² + m². A gauge transformation changes that operator by a unitary transformation. Its eigenvalues, and hence the regulated trace, are unchanged.

A constant background shows the contrast. There −D̸² + m² becomes (k + eA)² + m², and the four spin components give the regulated potential

(2M^{2η}/η) ∫ d⁴k/(2π)⁴ [(k + eA)² + m²]^{−η}.

For η > 2 this converges, and the shift k → k − eA removes A. The continued result is also independent of A, so there is no photon mass. In this scheme A sits inside the power, and expansion in A generates the modified vertices that the line-by-line scheme lacks.

**The electron as an example**

Take M = m and Euclidean q² = 4m², with q along axis 4. Then q²δ₄₄ − q₄q₄ = 0, so L = T₄₄ isolates the non-transverse part. The limit is

L = −(1 + 4/6)m²/(4π²) = −0.0422172 m².

The loop was also evaluated from its momentum-space definition, with explicit gamma matrices. Quadrature was used up to k = 20m. Beyond that, a series of falling powers was fitted to the integrand and integrated analytically, which performs the continuation in δ. The results are:

δ = 0.100: L = −0.0400024 m²
δ = 0.010: L = −0.0418453 m²
δ = 0.001: L = −0.0421784 m²

Relative to the limit, the deviations are 5.2%, 0.88% and 0.09%. The last step reduces the deviation nearly tenfold, as expected for a correction linear in δ. The first reduces it only sixfold, because higher powers of δ still matter at 0.1. Cancelling the linear term with 2L(0.001) − L(0.002) gives −0.0422168 m². Regulating only one line, with the same total exponent, gives this value too to the digits shown.

The contraction shows the cause in numbers. At δ = 0.001, the integral with the spectator factor is −0.0843568 m³, which is qL = 2m × (−0.0421784 m²). The first-order logarithmic term alone extrapolates to −0.0844337 m³, against the limiting formula −0.0844343 m³.

For the physical charge, e²/(4π²) = α/π = 0.00232282. The non-transverse part of the photon kernel is

0.00232282 × (5/3)m² = 0.00387 m².

Divided by the tree-level kernel q² = 4m², this is 9.7 × 10⁻⁴.

As q → 0 the remainder tends to (α/π)m². At leading order, with the charge normalized at low momentum, the kernel for transverse photons is q² + (α/π)m². Its zero at q² = −(α/π)m² describes a particle of mass

m_γ = m√(α/π) = 0.048196 m,

or 0.048196 × 511.00 keV = 24.63 keV. The static potential would fall as exp(−m_γr)/r, with length 1/m_γ = 8.01 pm. The Bohr radius, 52.92 pm, is 6.6 times longer. These numbers measure the artefact and predict nothing about real photons.

Two limits separate the parts of the remainder. For m → 0 at fixed q² the mass term disappears, but q²/6 stays, so a massless fermion does not rescue the Ward identity. For q² ≫ m² the ratio of the remainder to q² tends to α/(6π), about 3.9 × 10⁻⁴. The violation does not die away at high momentum.

**The counterterm**

The required kernel is minus the remainder:

C_μν = −(e²/4π²)(m² + q²/6)δ_μν.

At q² = 4m² it equals −0.00387 m² times δ_μν. Since the action contains ½A_μC_μνA_ν, and q² corresponds to two derivatives, the counterterm in the Euclidean Lagrangian is

L_ct = −(e²/8π²)[m²A_μA_μ + (1/6)(∂_μA_ν)(∂_μA_ν)].

It is not gauge invariant, and it must not be: its variation cancels that of the regulated loop.

How much freedom is left? Another local choice with at most two derivatives could add a kernel aδ_μν + bq²δ_μν + cq_μq_ν. Keeping the sum transverse requires a + (b+c)q² = 0 for every q, so a = 0 and c = −b. The freedom is a multiple of q²δ_μν − q_μq_ν, the kernel of ¼F_μνF_μν. It is fixed by the definition of the charge, not by the Ward identity.

For example, up to a total derivative,

(∂_μA_ν)² = ½F_μνF_μν + (∂·A)².

One may therefore put (∂·A)² in place of (∂_μA_ν)² in L_ct. The corrected loop is still transverse, but the coefficient of ¼F² is larger by e²/(24π²) = α/(6π). The subsequent charge renormalization absorbs this difference.

Projecting the loop onto transverse polarizations is not a substitute. The projector δ_μν − q_μq_ν/q² removes q_μq_ν terms but leaves the factor m² + q²/6 in the transverse channel. The photon mass survives it.

**What remains after the repair**

With L_ct added, the loop is (e²/2π²)(q²δ_μν − q_μq_ν)A(q²). A gauge-invariant charge counterterm removes A(0), including its pole, and leaves the polarization

P(q²) = −(e²/2π²) ∫₀¹dx y ln(1 + yq²/m²).

This can be rewritten as a sum over pair production. Set v = |1−2x|, so that y = (1−v²)/4 and ∫₀¹dx becomes ∫₀¹dv. Integrate by parts, using (v − v³/3)/4 as the primitive of y. The boundary terms vanish, at v = 0 through the primitive and at v = 1 through the logarithm. With s = 4m²/(1−v²), one has dv = 2m²ds/(s²v) and 1 − v²/3 = (2/3)(1 + 2m²/s), so

P(q²) = −(e²q²/12π²) ∫_{4m²}^∞ ds (1 + 2m²/s)√(1 − 4m²/s) / [s(s + q²)].

The lower limit is the threshold for creating a pair. For e² = 1, the change in P from q² = m² to 4m² is −0.00336467 from this integral. The transverse part of the numerical momentum integral gives −0.00336464 after extrapolation in δ. The repair has left the physical momentum dependence intact.

For the electron, P(4m²) = −4.49 × 10⁻⁴. The uncorrected remainder, relative to q², was 9.7 × 10⁻⁴; that is its full size, seen in the longitudinal component. In the transverse channel, where P lives, the q²/6 part is absorbed when the charge is normalized at low momentum. What is left there is (α/π)m²/q² = 5.8 × 10⁻⁴, about 1.3 times the magnitude of the physical effect at this momentum.

**The four-photon loop and the range of the repair**

The two-photon counterterm does not finish the fermion loop. With four photons the integral is superficially logarithmic, and the same mismatch can leave a constant. To find it, take a constant A. Before regularization the integrand is −2 ln[(k + eA)² + m²]. Its e⁴ part, with D = D(k), is

e⁴[(A²)²/D² − 8A²(k·A)²/D³ + 8(k·A)⁴/D⁴].

This part contains four fermion lines, so the regulator multiplies it by (M²/D)^{4δ}. The averages (k·A)² → k²A²/4 and (k·A)⁴ → k⁴(A²)²/8 turn the bracket into

(A²)²(1/D² − 2k²/D³ + k⁴/D⁴) = (A²)²(D − k²)²/D⁴ = (A²)²m⁴/D⁴.

The remaining integral converges at δ = 0. Since ∫₀^∞ u du/(u+m²)⁴ = 1/(6m⁴), it leaves

e⁴(A²)²/(96π²), with 1/(96π²) = 0.001055.

A constant A can be gauged away, so a gauge-invariant result must be zero. The additional counterterm is therefore −e⁴(A²)²/(96π²). Zero momentum is sufficient to determine it: one derivative with respect to an external momentum makes the integral convergent, so the error cannot depend on momentum.

Loops with an odd number of photons vanish by charge conjugation, which this regulator preserves. Loops with six or more photons converge, and the regulator can be removed from them without a remainder. The two counterterms thus restore gauge invariance of the one-loop fermion determinant in a background photon field.

They do not settle the separate identity between the electron vertex and the electron self-energy, nor diagrams with internal photon lines. Those must be examined in the same regularization. In practice, either add the finite counterterms before fixing the charge, or regulate the complete gauge-covariant operator from the start.
